# Hexagonal and quasi-cubic site populations of a 4H-SiC defect: test program

```python
"""
Result under test: dilute defects sharing the equally numerous hexagonal (h)
and quasi-cubic (k) sites of 4H-SiC have the equilibrium population ratio
    R(T) = n_h / n_k = exp(-Delta / (kB T)),   Delta = E_h - E_k,
with Delta > 0 when the k site is preferred.
Symbols: kB Boltzmann constant (eV/K), T temperature (K), M number of sites of
each kind, x site occupancy, barrier = migration energy measured from k (eV).
Also tested: site blocking, freezing of the ratio on cooling, vibrational
factor and charge-state factor. Energies are in eV.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import gammaln

kB = constants.k / constants.e
delta = 0.1
T_hot, T_room = 2000.0, 300.0
total_conc = 1e14             # cm^-3, rough
a_nm, c_nm = 0.308, 1.008     # rough lattice constants
barrier, attempt = 4.0, 1e13  # eV and 1/s, rough


def ratio(T):
    return np.exp(-delta / (kB * T))


# --- numbers of h and k sites from the stacking sequence
stack = "ABCB"
kinds = ["h" if stack[i - 1] == stack[(i + 1) % 4] else "k" for i in range(4)]
num_h, num_k = kinds.count("h"), kinds.count("k")
assert num_h == num_k
cell_volume = np.sqrt(3) / 2 * a_nm**2 * c_nm
site_density = num_h / cell_volume * 1e21     # cm^-3, each kind


# --- canonical sum over the number of defects on h sites
def canonical_ratio(M, n, T):
    nh = np.arange(max(0, n - M), min(n, M) + 1)
    nk = n - nh
    logw = (-gammaln(nh + 1) - gammaln(M - nh + 1)
            - gammaln(nk + 1) - gammaln(M - nk + 1) - nh * delta / (kB * T))
    w = np.exp(logw - logw.max())
    return (w @ nh) / (w @ nk)


def listed_ratio(M, n, T):
    sum_h = sum_k = 0.0
    for placement in combinations(range(2 * M), n):
        on_h = sum(site < M for site in placement)
        weight = np.exp(-on_h * delta / (kB * T))
        sum_h += weight * on_h
        sum_k += weight * (n - on_h)
    return sum_h / sum_k


def blocked_occupancies(mean_x, T):
    def mismatch(xh):
        xk = 2 * mean_x - xh
        return xh * (1 - xk) - ratio(T) * xk * (1 - xh)
    xh = brentq(mismatch, 0.0, mean_x, xtol=1e-14)
    return xh, 2 * mean_x - xh


dilute_sum = {}
for T in (T_hot, T_room):
    assert abs(canonical_ratio(5, 3, T) / listed_ratio(5, 3, T) - 1) < 1e-10
    dilute_sum[T] = canonical_ratio(200000, 20, T)
    # remaining difference is site blocking, of order 20/200000
    assert abs(dilute_sum[T] / ratio(T) - 1) < 2e-4
    xh, xk = blocked_occupancies(0.2, T)
    dense = canonical_ratio(4000, 1600, T)
    # finite-crystal correction is of order 1/4000
    assert abs(dense / (xh / xk) - 1) < 2e-3
    assert abs(dense / ratio(T) - 1) > 0.05   # dilute law must fail here
dense_hot = canonical_ratio(4000, 1600, T_hot)

# first-order blocking correction, checked at a small but visible occupancy
xh, xk = blocked_occupancies(1e-3, T_hot)
assert abs((xh / xk / ratio(T_hot) - 1) / (xk - xh) - 1) < 0.01
mean_x = total_conc / (2 * site_density)
blocking = 2 * mean_x * (1 - ratio(T_hot)) / (1 + ratio(T_hot))

# --- ratio between the two temperatures, tested on the canonical sums
contrast = np.exp(delta / kB * (1 / T_room - 1 / T_hot))
assert abs(dilute_sum[T_hot] / dilute_sum[T_room] / contrast - 1) < 4e-4


# --- site exchange and freezing during cooling
def hop_rates(T):
    up = attempt * np.exp(-barrier / (kB * T))
    down = attempt * np.exp(-(barrier - delta) / (kB * T))
    return up, down


def remaining_relaxations(T, cooling):
    return sum(hop_rates(T)) * kB * T**2 / (barrier * cooling)


def retained_ratio(cooling):
    def slope(drop, f):
        up, down = hop_rates(T_hot - drop)
        return (up * (1 - f) - down * f) / cooling
    start = ratio(T_hot) / (1 + ratio(T_hot))
    sol = solve_ivp(slope, (0, T_hot - 600), [start], method="Radau",
                    rtol=1e-8, atol=1e-11, max_step=5.0)
    assert sol.success
    f = sol.y[0, -1]
    return f / (1 - f)


freeze = {}
for cooling in (1.0, 100.0):
    T_f = brentq(lambda T: remaining_relaxations(T, cooling) - 1, 600, T_hot)
    kept = retained_ratio(cooling)
    # freezing is spread over a range of T: error of order delta/barrier
    assert abs(kept / ratio(T_f) - 1) < delta / barrier
    freeze[cooling] = (T_f, kept)
assert ratio(T_room) < freeze[1.0][1] < freeze[100.0][1] < ratio(T_hot)
quench = remaining_relaxations(T_hot, 1.0)
kept_quench = retained_ratio(quench)
assert abs(kept_quench / ratio(T_hot) - 1) < 0.03

# --- vibrational factor: three modes, 5 % softer on the h site
mode_k, softening, n_modes = 0.060, 0.05, 3
mode_h = mode_k * (1 - softening)
levels = np.arange(2000) + 0.5
vib = {}
for T in (T_hot, T_room):
    z_h = np.exp(-levels * mode_h / (kB * T)).sum()
    z_k = np.exp(-levels * mode_k / (kB * T)).sum()
    vib[T] = (np.sinh(mode_k / (2 * kB * T))
              / np.sinh(mode_h / (2 * kB * T)))**n_modes
    assert abs((z_h / z_k)**n_modes / vib[T] - 1) < 1e-9

# --- charge-state factor: acceptor level lower by level_shift on the h site
level_shift = 0.05
charge = {}
for T in (T_hot, T_room):
    fermi = np.linspace(-3, 3, 2001)          # relative to the level at k
    with_h = 1 + 2 * np.exp((fermi + level_shift) / (kB * T))
    with_k = 1 + 2 * np.exp(fermi / (kB * T))
    factor = with_h / with_k
    charge[T] = np.exp(level_shift / (kB * T))
    assert factor.min() > 1 - 1e-12 and factor.max() < charge[T] * (1 + 1e-12)
    assert abs(factor[0] - 1) < 1e-3
    assert abs(factor[-1] / charge[T] - 1) < 1e-3

# --- effect of an error in the assumed preference
delta_error = 0.03

print(f"site preference E_h - E_k: {delta:.2f} eV")
print(f"bilayers per cell: {num_h} hexagonal, {num_k} quasi-cubic")
print(f"lattice constants a, c (rough): {a_nm:.3f}, {c_nm:.3f} nm")
print(f"density of each kind of site, one sublattice: {site_density:.2e} cm^-3")
print(f"total defect concentration (rough): {total_conc:.1e} cm^-3")
for T in (T_hot, T_room):
    R = ratio(T)
    f_h = R / (1 + R)
    print(f"--- equilibrium at {T:.0f} K")
    print(f"kB T: {kB * T:.5f} eV")
    print(f"Delta/(kB T): {delta / (kB * T):.4f}")
    print(f"ratio n_h/n_k, formula: {R:.4f}")
    print(f"ratio n_h/n_k, canonical sum: {dilute_sum[T]:.4f}")
    print(f"inverse ratio n_k/n_h: {1 / R:.3f}")
    print(f"fractions on h, k: {100 * f_h:.2f}, {100 * (1 - f_h):.2f} %")
    print(f"concentration on h: {total_conc * f_h:.3e} cm^-3")
    print(f"concentration on k: {total_conc * (1 - f_h):.3e} cm^-3")
    print(f"site-exchange time 1/Gamma: {1 / sum(hop_rates(T)):.1e} s")
    print(f"vibrational factor on n_h/n_k: {vib[T]:.3f}")
    print(f"largest charge-state factor on n_h/n_k: {charge[T]:.2f}")
    err = np.exp(delta_error / (kB * T))
    print(f"factor from {delta_error:.2f} eV error in Delta: {err:.2f}")
print("--- comparison and cooling")
print(f"R(2000 K)/R(300 K): {contrast:.2f}")
print(f"migration barrier from k (rough): {barrier:.1f} eV")
print(f"attempt rate (rough): {attempt:.0e} 1/s")
for cooling, (T_f, kept) in freeze.items():
    print(f"cooling {cooling:.0f} K/s: freezing temperature {T_f:.0f} K")
    print(f"  ratio at that temperature: {ratio(T_f):.3f}")
    print(f"  retained ratio, rate equation: {kept:.3f}")
print(f"quench rate needed to keep 2000 K ratio: {quench:.1e} K/s")
print(f"  retained ratio at that quench rate: {kept_quench:.3f}")
print("--- other sizes")
print(f"relative site-blocking correction, 2000 K: {blocking:.1e}")
print(f"ratio at 20 % mean occupancy, 2000 K: {dense_hot:.3f}")
print(f"modes: {n_modes} of {1000 * mode_k:.0f} meV at k, "
      f"{1000 * mode_h:.0f} meV at h")
print(f"acceptor level lower at h by: {level_shift:.2f} eV")
print("success")
```

Output:

```
site preference E_h - E_k: 0.10 eV
bilayers per cell: 2 hexagonal, 2 quasi-cubic
lattice constants a, c (rough): 0.308, 1.008 nm
density of each kind of site, one sublattice: 2.42e+22 cm^-3
total defect concentration (rough): 1.0e+14 cm^-3
--- equilibrium at 2000 K
kB T: 0.17235 eV
Delta/(kB T): 0.5802
ratio n_h/n_k, formula: 0.5598
ratio n_h/n_k, canonical sum: 0.5598
inverse ratio n_k/n_h: 1.786
fractions on h, k: 35.89, 64.11 %
concentration on h: 3.589e+13 cm^-3
concentration on k: 6.411e+13 cm^-3
site-exchange time 1/Gamma: 4.3e-04 s
vibrational factor on n_h/n_k: 1.168
largest charge-state factor on n_h/n_k: 1.34
factor from 0.03 eV error in Delta: 1.19
--- equilibrium at 300 K
kB T: 0.02585 eV
Delta/(kB T): 3.8682
ratio n_h/n_k, formula: 0.0209
ratio n_h/n_k, canonical sum: 0.0209
inverse ratio n_k/n_h: 47.855
fractions on h, k: 2.05, 97.95 %
concentration on h: 2.047e+12 cm^-3
concentration on k: 9.795e+13 cm^-3
site-exchange time 1/Gamma: 3.2e+52 s
vibrational factor on n_h/n_k: 1.239
largest charge-state factor on n_h/n_k: 6.92
factor from 0.03 eV error in Delta: 3.19
--- comparison and cooling
R(2000 K)/R(300 K): 26.79
migration barrier from k (rough): 4.0 eV
attempt rate (rough): 1e+13 1/s
cooling 1 K/s: freezing temperature 1334 K
  ratio at that temperature: 0.419
  retained ratio, rate equation: 0.414
cooling 100 K/s: freezing temperature 1527 K
  ratio at that temperature: 0.468
  retained ratio, rate equation: 0.462
quench rate needed to keep 2000 K ratio: 2.0e+05 K/s
  retained ratio at that quench rate: 0.550
--- other sizes
relative site-blocking correction, 2000 K: 1.2e-09
ratio at 20 % mean occupancy, 2000 K: 0.628
modes: 3 of 60 meV at k, 57 meV at h
acceptor level lower at h by: 0.05 eV
success
```
